# Converging a core-hole determinant: MOM, IMOM and square gradient minimization

A stationary determinant with a core hole is normally a saddle point of the Hartree–Fock energy, and three methods reach it in different ways. Let $g$ be the energy gradient for orbital rotations, $H$ the Hessian, and $D$ the diagonal matrix of twice the virtual–occupied orbital energy gaps, with the hole counted as virtual. The results are:

- Near the saddle, the maximum overlap method (MOM) and the initial maximum overlap method (IMOM) in their plain form, one Fock diagonalisation per step without extrapolation, perform the same iteration, $x\to(1-D^{-1}H)x$, as long as they select the same orbitals. If it contracts every small displacement at a linear rate, $H$ and $D$ have equally many negative eigenvalues.
- Square gradient minimization (SGM) minimises $\Delta=g^Tg$. Each stationary point of the energy with nonsingular $H$ is a strict local minimum of $\Delta$, however many negative eigenvalues $H$ has.

None of the three guarantees the intended state from an arbitrary start. Atomic units are used throughout.

## What goes wrong with the naive scheme

The naive scheme removes a core electron, builds the Fock matrix, diagonalises it and fills the lowest orbitals. The empty core orbital lies far below the occupied valence orbitals, so the first filling puts the electron back. Direct energy minimization fails for a related reason, which the second-order energy shows.

Take real unrestricted Hartree–Fock (UHF) orbitals, with $i,j$ occupied and $a,b$ virtual. A rotation $C\to C\exp(K)$ has $K_{ai}=\kappa_{ai}$ and $K_{ia}=-\kappa_{ai}$, within each spin. To second order

$$\phi_i'=\phi_i+\sum_a\kappa_{ai}\phi_a-\tfrac12\sum_{aj}\kappa_{aj}\kappa_{ai}\phi_j .$$

The density matrix $P=\sum_i\phi_i\phi_i^T$ therefore changes by $P_1+P_2$, where

$$P_1=\sum_{ai}\kappa_{ai}(\phi_a\phi_i^T+\phi_i\phi_a^T),$$

$$P_2=\sum_{abi}\kappa_{ai}\kappa_{bi}\phi_a\phi_b^T-\sum_{aij}\kappa_{ai}\kappa_{aj}\phi_i\phi_j^T .$$

The energy is quadratic in the density, and its first derivative is the Fock matrix $F$. The second-order energy thus has two parts: $F$ contracted with $P_2$, and half the electron interaction of $P_1$ with itself.

At first order, $F$ contracted with $P_1$ gives $2F_{ai}\kappa_{ai}$, so $g_{ai}=2F_{ai}$. At second order, the Coulomb part of $P_1$ with itself gives $\tfrac12\cdot2\cdot2\,(ai|bj)$, because each $P_1$ contains two equal terms. The four same-spin exchange terms, with their factor $-\tfrac12$, give $-(ab|ij)-(aj|bi)$. Setting the sum equal to $\tfrac12\kappa^TH\kappa$ doubles every coefficient:

$$H_{ai,bj}=2\big[F_{ab}\delta_{ij}-F_{ij}\delta_{ab}+2(ai|bj)-(ab|ij)-(aj|bi)\big]$$

for equal spins, and $4(ai|bj)$ for opposite spins.

Choose orbitals that diagonalise $F$ separately in the occupied and virtual spaces, with energies $\varepsilon$. For the hole $h$ and an occupied valence orbital $v$ of the same spin, the diagonal element is

$$H_{hv,hv}=2\big[\varepsilon_h-\varepsilon_v-J_{hv}+K_{hv}\big],$$

with $J_{hv}=(hh|vv)$ and $K_{hv}=(hv|hv)$. The bracket is the energy change when an electron moves from $v$ into the hole with all other orbitals frozen. It is large and negative, so a minimizer will refill the core.

The number of negative eigenvalues of $H$ is the index of the saddle. Counting negative diagonal elements does not in general give the index, because off-diagonal elements matter; the whole matrix has to be diagonalised.

## First repair: select by overlap

MOM keeps the Fock diagonalisation and changes the filling rule. Each new orbital $\psi_p$ gets the score

$$s_p=\sum_{i\in\mathrm{ref}}\langle\phi_i|\psi_p\rangle^2,$$

and the highest scores are occupied. In MOM the reference is the occupied space of the previous iteration; in IMOM it is that of the initial guess. Throughout this text MOM and IMOM mean the plain iteration, in which each step diagonalises the Fock matrix of the current density. In practice the selection rule is usually combined with DIIS, which extrapolates the Fock matrix from several earlier steps; such a step is not the map derived below, and the condition on the index does not bind it.

The rule mentions neither a saddle nor a function to be optimised. Its local action follows from first-order perturbation theory. If the gaps are nonzero and the selection retains the perturbed versions of the old occupied orbitals, then

$$\phi_i'=\phi_i+\sum_a\phi_a\frac{F_{ai}}{\varepsilon_i-\varepsilon_a},\qquad
\kappa_{ai}=-\frac{F_{ai}}{\varepsilon_a-\varepsilon_i}=-\frac{g_{ai}}{D_{ai}},$$

where $D_{ai}=2(\varepsilon_a-\varepsilon_i)$. The two factors of two cancel. This is a Newton step with $H$ replaced by $D$. Its first-order energy change is $-\sum g_{ai}^2/D_{ai}$: positive gaps contribute descent, and the negative hole–valence gaps contribute ascent. Overlap selection therefore works as a saddle search because it retains the negative denominators.

To see whether the search converges, let $x$ be a small rotation away from the stationary point. There $g=Hx$ to first order, and changes in $D$ matter only at second order. One step gives

$$x'=x-D^{-1}Hx=Mx,\qquad M=1-D^{-1}H .$$

Every small displacement eventually shrinks at a linear rate when the spectral radius $\rho$ of $M$, its largest eigenvalue modulus, is below one. This has a consequence for the index. Since $DM=D-H$,

$$D+t(H-D)=D(1-tM),\qquad 0\le t\le1 .$$

If $\rho<1$, no eigenvalue of $tM$ equals one, so the right side is nonsingular for every $t$. The left side is a continuous path of real symmetric matrices from $D$ to $H$. Its eigenvalues are real and cannot cross zero, so $D$ and $H$ have equally many negative eigenvalues.

The condition is necessary, not sufficient. With one variable and $H=3D$ the signs agree, yet $M=-2$ and the iteration diverges. Read the other way, the condition is a warning: if the orbital gaps miscount the negative directions, then $\rho\ge1$.

## The localised hole in ethane

The example is staggered ethane with tetrahedral angles, C–C and C–H distances of 2.90 and 2.06 bohr, the 6-31G basis on carbon and STO-3G on hydrogen. An $\alpha$ electron is removed from one carbon 1s orbital. With 24 basis functions, 8 occupied $\alpha$ and 9 occupied $\beta$ orbitals, there are $8\times16+9\times15=263$ rotations. All methods start from frozen ground-state orbitals with the core pair localised, and stop when $|g|$ falls below $10^{-7}$ hartree.

| Method | Steps | Fock builds |
|---|---:|---:|
| MOM | 43 | 44 |
| IMOM | 43 | 44 |
| SGM | 29 | 93 |

One Fock build here means both spin matrices. All three methods reach $-68.419274$ hartree. Relaxation lowers the frozen energy by

$$-67.958222-(-68.419274)=0.461052\ \text{hartree}.$$

The core ionisation energy at this level is

$$-68.419274-(-79.165240)=10.745966\ \text{hartree},$$

or 292.4 eV. It is a nonrelativistic difference of Hartree–Fock energies in a small basis, not a prediction of the measured value.

At the solution $H$ has seven negative eigenvalues, and so does $D$. Seven is also the number of occupied $\alpha$ valence orbitals: eight occupied orbitals less the 1s orbital of the other carbon. The predicted $\rho$ is 0.730, and actual MOM iterations started along the slowest direction shrink by the same factor per step. One decimal digit then costs $\ln10/(-\ln0.730)\approx7.3$ steps.

The equal MOM and IMOM counts show that the initial reference brings no advantage here. It can matter when the orbitals drift.

## Second repair: keep the initial reference

A level shift $b$ damps the SCF step towards a minimum by enlarging its denominators. It replaces $F$ by $F+b(1-P)$, which raises the virtual orbital energies by $b$ and changes $D$ to $B=D+2b$. The local map becomes $1-B^{-1}H$.

If $b$ exceeds the largest hole–valence gap in magnitude, $B$ is positive. The matrix $B^{-1}H$ then has the same eigenvalues as the symmetric matrix $B^{-1/2}HB^{-1/2}$, and this has as many negative eigenvalues as $H$. Each negative eigenvalue $\mu$ gives a factor $1-\mu>1$. A shift this large therefore makes the core-hole saddle repelling. A shift smaller in magnitude than every hole–valence gap leaves the negative signs of $D$ in place, so this argument does not apply, but the shift is not harmless: it shrinks the negative denominators. In the simplest case, $H=D$, a pair with gap $-\delta$ gets the factor $1-D/B=-b/(\delta-b)$, whose magnitude exceeds one as soon as $b>\delta/2$.

A model with two orbitals shows how the selection rules respond. Let the core orbital lie a fixed $\delta$ below the valence orbital, and let the hole be tilted by an angle $\varphi$ from the core towards the valence orbital. Apart from a multiple of the unit matrix, the shifted Fock matrix is

$$\frac12\begin{pmatrix}b\cos2\varphi-\delta&b\sin2\varphi\\ b\sin2\varphi&\delta-b\cos2\varphi\end{pmatrix}.$$

Its upper eigenvector lies at an angle $\varphi'$, where $2\varphi'$ is the polar angle of the vector $(b\cos2\varphi-\delta,\;b\sin2\varphi)$. The component of this vector along $(\cos2\varphi,\sin2\varphi)$ is $b-\delta\cos2\varphi$, which is positive for $b>\delta$. Hence $2|\varphi'-\varphi|<90^\circ$, and the upper eigenvector has more than half its weight on the previous hole. MOM accepts it as the new hole.

For small angles

$$\varphi'=\frac{b}{b-\delta}\,\varphi ,$$

so the tilt grows. MOM follows a chain of acceptable small rotations until the hole is a valence hole. IMOM compares with $\varphi=0$ and, in this model, refuses any hole tilted by more than $45^\circ$. It remembers the target, but refusing a step does not make the saddle attractive.

In ethane the most negative gap is $-9.49$ hartree. With $b=15$ hartree the model growth factor for this gap is $15/(15-9.49)=2.72$; the largest factor of the full linearised map is 2.80. The model sets $H=D$ and keeps one pair of orbitals, which need not be the pair that grows fastest in the full map, so the comparison shows only that the sizes are similar.

After 300 shifted steps from the frozen localised hole, MOM is at $-78.727$ hartree. That is 10.31 hartree below the core-hole solution and 0.438 hartree above the neutral ground state. The weight of the initial hole in the empty $\alpha$ space is zero to five decimals. The run has $|g|=6.5\times10^{-3}$ hartree, so it has collapsed without yet converging.

IMOM keeps at least 0.618 of the initial hole and never falls below $-72.161$ hartree. It does not converge either: over the last 50 steps $|g|$ stays above 9.27 hartree. The cure in this case is to omit the shift, since the unshifted iteration converges.

## A saddle the orbital gaps misjudge

Ethane has a second kind of core-hole solution, with the hole shared equally by the two carbons. If the density has inversion symmetry, so has the Fock matrix, and all gradient elements that would break the symmetry vanish. It is enough to make the energy stationary among symmetric determinants.

There are two such solutions, close in energy, with the hole in the even or in the odd combination of the two 1s orbitals. The one used here, with the even hole, lies at $-68.196271$ hartree, 0.223 hartree above the localised one. Now $D$ has seven negative eigenvalues but $H$ has eight. By the inertia condition plain MOM cannot contract every small displacement, and the computed $\rho$ is 2.34.

The missing sign can be traced. Let $L$ and $R$ be the two carbon 1s orbitals. The hole and the occupied $\alpha$ core orbital are $(L+R)/\sqrt2$ and $(L-R)/\sqrt2$; the estimate below does not depend on which of the two is the hole. Neglect the product $LR$, and write $U=(LL|LL)$ and $V=(LL|RR)$. Then

$$J=\tfrac12(U+V),\qquad K=\tfrac12(U-V),\qquad J-K=V .$$

The occupied core electron does not act on itself, but it raises the empty orbital by $J-K$. If tunnelling between the cores is negligible, all other contributions to the two orbital energies are equal, and the gap is $V$. For two compact charges $V\approx1/2.90=0.345$ hartree; the computed gap is 0.344 hartree. The Hessian element is $2[\text{gap}-J+K]\approx2[V-V]=0$, and the computed value is $-0.001$ hartree. The gap thus reports a positive curvature where the frozen-orbital energy is almost flat.

Relaxation can turn this flat direction downwards. The rotation moves charge from one carbon towards the other, and the remaining electrons respond. Call the core rotation $x$, with diagonal element $A$, and the other rotations $y$, with Hessian block $Q$ and coupling $c$. If $Q$ is nonsingular, completing the square gives

$$\tfrac12Ax^2+x\,c^Ty+\tfrac12y^TQy=\tfrac12\big(A-c^TQ^{-1}c\big)x^2+\tfrac12z^TQz,$$

with $z=y+Q^{-1}c\,x$. When $A\approx0$, coupling to positive modes of $Q$ makes the first coefficient more negative. That this response supplies the eighth negative direction is an interpretation, consistent with the lower energy of the localised hole; the program establishes the count, not the separate contributions.

To test the dynamics, the delocalised solution was tilted by 0.05 rad, mixing the hole with the occupied core orbital. MOM leaves and reaches the localised energy in 46 steps. IMOM does the same. Its memory gives little protection, because a localised orbital is not far from the reference: on the favoured side its squared overlap with the initial hole is, in the two-core picture,

$$\tfrac12(\cos\theta+\sin\theta)^2=\tfrac12(1+\sin2\theta)=0.55$$

for $\theta=0.05$. Better selection cannot make this saddle attractive, because the defect lies in the step. Changing the step can: DIIS extrapolation minimises a residual built from several earlier steps, is not bound by the inertia condition, and can converge to this saddle.

## Third repair: minimise the gradient

A method that does not rely on the signs of $D$ can use $\Delta=g^Tg$, which vanishes at stationary points of $E$ and is positive elsewhere. Its derivative is needed away from stationary points too, where the frame in which $g$ is defined moves with the orbitals.

Apply a rotation $\kappa$ and then a second one $\eta$. To second order

$$e^{\kappa}e^{\eta}=\exp\!\big(\kappa+\eta+\tfrac12[\kappa,\eta]\big).$$

Both rotations connect occupied with virtual orbitals, so their commutator acts within the occupied space and within the virtual space. Such mixing leaves the determinant's energy unchanged. The mixed second derivative is therefore $H$, and the gradient in the moved frame is $g(\kappa)=g+H\kappa$ to first order. Hence

$$\Delta(\kappa)=g^Tg+2g^TH\kappa+\dots,\qquad \nabla\Delta=2Hg .$$

At a stationary point $g=0$, and the leading term is

$$\Delta(x)=(Hx)^T(Hx)=\tfrac12x^T(2H^2)x .$$

An eigenvalue $\lambda$ of $H$ becomes $2\lambda^2$. All signs are positive if $H$ is nonsingular, which proves the second opening result. From the tilted delocalised determinant SGM returns to $-68.196271$ hartree in 24 steps.

The price is conditioning. For a quadratic function whose largest and smallest curvatures have the ratio $r$, the best fixed-step steepest descent balances the error factors at both ends of the spectrum and shrinks the error by $(r-1)/(r+1)$ per step. For the localised hole the eigenvalue magnitudes of $H$ have the ratio 46.24, so $r=46.24^2\approx2140$. The factor is close to $1-2/r$, and one decimal digit would cost about $(r/2)\ln10\approx2500$ steps.

Orbital gaps repair this. Since the curvature of $\Delta$ is $2H^2$, a suitable diagonal preconditioner is $1/(2D^2)$, with a floor on $|D|$ to avoid division by small gaps. The first step is along

$$-\frac{1}{2D^2}\,2Hg=-D^{-2}Hg .$$

If $H\approx D$, this is the MOM step $-D^{-1}g$. Two differences remain: the signs now come from $H$, and a line search demands that $\Delta$ decrease. Later steps improve the preconditioner by a limited-memory quasi-Newton update.

The full Hessian need not be built. With $\hat g=g/|g|$ and a small $\epsilon$,

$$Hg\approx|g|\,\frac{g(\epsilon\hat g)-g(-\epsilon\hat g)}{2\epsilon}.$$

A step thus costs at least three Fock builds: one trial point and two displaced gradients. The 29 steps account for 87 and the initial setup for 4; the other 2 of the 93 are extra line-search trials. Here SGM takes fewer steps than plain MOM but about twice as many Fock builds; MOM with DIIS would need fewer builds than the plain iteration, so the ratio of two does not carry over to it.

SGM has its own failure. Since $\nabla\Delta=2Hg$, it can stop where $Hg=0$ but $g\ne0$. A function of one variable shows this: for $E=x^3/3+x$, the gradient $x^2+1$ has no zero, yet $\Delta=(x^2+1)^2$ has a minimum at $x=0$, where $E''=0$. A small $\nabla\Delta$ is therefore not a sufficient stopping criterion; $|g|$ itself must vanish.

## The resulting procedure

1. Prepare the intended hole explicitly, localised or symmetric, and save it.
2. Try unshifted MOM or IMOM first, since each step needs one Fock build. If a level shift seems necessary, keep it well below half the smallest hole–valence gap in magnitude, because a larger one can make the target repelling.
3. Monitor $|g|$ and the weight of the initial hole in the empty space. A steady loss of weight indicates drift; a large, persistent $|g|$ under IMOM indicates that selection is opposing the step.
4. If either occurs, restart from the saved determinant with SGM, and accept the result only if $|g|$ vanishes.
5. Identify the solution by its hole and, where affordable, by the index of $H$. SGM converged to the delocalised saddle from the tilted start and to the localised one from the frozen start, and MOM with DIIS can also settle on either, so convergence alone does not say which state has been found.

The numerical check checks the derivatives by finite differences and the linearised map against actual MOM iterations at both saddles.

## Computed results

```
C-C and C-H bond lengths: 2.90, 2.06 bohr
basis functions: 24; occupied alpha, beta: 8, 9
independent orbital rotations: 263
ground-state energy: -79.165240 hartree
frozen localised-hole energy: -67.958222 hartree
frozen gradient norm: 1.9296 hartree
LOCALISED HOLE, start from frozen orbitals
MOM energy: -68.41927363 hartree
IMOM energy: -68.41927363 hartree
SGM energy: -68.41927363 hartree
MOM steps, Fock builds: 43, 44
IMOM steps, Fock builds: 43, 44
SGM steps, Fock builds: 29, 93
relaxation energy: 0.461052 hartree
core ionisation energy: 10.745966 hartree
core ionisation energy: 292.413 eV
hole weight on first methyl group: 0.998316
negative eigenvalues of H, D: 7, 7
lowest, highest H: -20.1631, 29.7778 hartree
smallest |H eigenvalue|: 0.6439 hartree
condition number of H, H^2: 46.24, 2138.5
MOM factor per step, predicted: 0.73039
MOM factor per step, observed: 0.73039
DELOCALISED HOLE
energy: -68.19627054 hartree
energy above localised: 0.223003 hartree
hole weight on first methyl group: 0.500000
negative eigenvalues of H, D: 8, 7
gap between hole and other core: 0.34428 hartree
H element for that rotation: -0.00116 hartree
highest negative H eigenvalue: -1.31389 hartree
MOM factor per step, predicted: 2.34465
MOM factor per step, observed: 2.34465
start tilted by: 0.050 rad
MOM final energy: -68.41927363 hartree
MOM steps, final |g|: 46, 7.9e-08 hartree
IMOM final energy: -68.41927363 hartree
IMOM steps, final |g|: 46, 7.9e-08 hartree
SGM final energy: -68.19627054 hartree
SGM steps, final |g|: 24, 8.2e-08 hartree
LEVEL SHIFT, start from frozen localised hole
level shift: 15.0 hartree
most negative orbital gap: -9.4922 hartree
factor per step at core-hole saddle: 2.8014
MOM, IMOM steps: 300, 300
MOM final energy: -78.727039 hartree
MOM final |g|: 6.49e-03 hartree
MOM final weight of initial hole: 0.00000
IMOM lowest energy: -72.160603 hartree
IMOM smallest |g|, last 50: 9.275 hartree
IMOM lowest weight of initial hole: 0.61802
```
